# Neutrality Level of an Ionic Chain from Tersoff's Green Function: a numerical check

```python
"""Neutrality level of an ionic chain from the sign change of Tersoff's G.

Result under test: with sublattice energies +Delta and -Delta, neighbour
hopping t and equal second-neighbour hoppings t2 (s = 2*t2), the
large-distance sign change of
    G(m,E) = zone average of sum_n cos(m*k)/(E - E_n(k))
lies at E_B = -s*(1 + Delta^2/(2 t^2)), whereas the zone-averaged band
midpoint is zero.  Here k is in units of 1/a, m counts cells, a is the cell
length, and energies are in eV.  For unequal hoppings tA, tB the level is
(tA+tB)*c, with c the cosine at the turning point of the complex band.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const


def bands(k, delta, t, tA, tB):
    """Diagonalize the two-orbital Bloch Hamiltonian at each k."""
    h = np.zeros((len(k), 2, 2))
    h[:, 0, 0] = delta + 2 * tA * np.cos(k)
    h[:, 1, 1] = -delta + 2 * tB * np.cos(k)
    h[:, 0, 1] = h[:, 1, 0] = 2 * t * np.cos(k / 2)
    return np.linalg.eigvalsh(h)


def mesh(n):
    return 2 * np.pi * np.arange(n) / n


def green_parts(m, energy, k, levels):
    """Valence and conduction parts of G(m,E), in 1/eV per cell."""
    return np.mean(np.cos(m * k)[:, None] / (energy - levels), axis=0)


def sign_change(m, k, levels, margin=0.01):
    """Energy in the gap at which G(m,E) changes sign."""
    low = levels[:, 0].max() + margin
    high = levels[:, 1].min() - margin

    def f(energy):
        return (-1) ** m * green_parts(m, energy, k, levels).sum()
    assert f(low) > 0 > f(high)
    return brentq(f, low, high, xtol=1e-13)


def evanescent(energy, delta, t, tA, tB):
    """Roots c of det(E-H)=0, their slopes dc/dE, and decay factors."""
    p, q = energy - delta, energy + delta
    c = np.roots([4 * tA * tB, -2 * tB * p - 2 * tA * q - 2 * t**2,
                  p * q - 2 * t**2])
    c = np.sort(c.real)
    d_energy = 2 * energy - 2 * (tA + tB) * c
    d_cos = 8 * tA * tB * c - 2 * tB * p - 2 * tA * q - 2 * t**2
    lam = c - np.sign(c) * np.sqrt(c**2 - 1)
    return c, -d_energy / d_cos, lam


def green_residue(m, energy, *par):
    c, slope, lam = evanescent(energy, *par)
    return np.sum(2 * slope * lam**m / (1 / lam - lam))


def green_open_chain(m, energy, delta, t, tA, tB, cells=100):
    """Real-space matrix inverse, read near the middle of an open chain."""
    h = np.zeros((2 * cells, 2 * cells))
    for n in range(cells):
        h[2*n, 2*n], h[2*n+1, 2*n+1] = delta, -delta
        h[2*n, 2*n+1] = h[2*n+1, 2*n] = t
        if n + 1 < cells:
            h[2*n+1, 2*n+2] = h[2*n+2, 2*n+1] = t
            h[2*n, 2*n+2] = h[2*n+2, 2*n] = tA
            h[2*n+1, 2*n+3] = h[2*n+3, 2*n+1] = tB
    g = np.linalg.inv(energy * np.eye(2 * cells) - h)
    i = cells // 2 - m // 2
    return g[2*i, 2*(i+m)] + g[2*i+1, 2*(i+m)+1]


def closed_level(delta, t, t2):
    return -2 * t2 * (1 + delta**2 / (2 * t**2))


# ---------------- model parameters, round values ----------------
delta, t, t2, a_nm = 0.7, 1.2, 0.4, 0.5
s = 2 * t2
par = (delta, t, t2, t2)
k = mesh(2000)
levels = bands(k, *par)
ev, ec = levels[:, 0].max(), levels[:, 1].min()
gap, middle = ec - ev, (ec + ev) / 2
level = closed_level(delta, t, t2)
zone_mid = levels.mean()
assert s * (s + delta) < t**2
assert abs(ev - (-s - delta)) < 1e-10 and abs(ec - (-s + delta)) < 1e-10
assert abs(zone_mid) < 1e-12 and zone_mid > ec

# The gap condition separates chains with and without a zone-edge maximum.
s_limit = (-delta + np.sqrt(delta**2 + 4 * t**2)) / 2
for factor, at_edge in ((0.98, True), (1.02, False)):
    trial = bands(k, delta, t, factor * s_limit / 2, factor * s_limit / 2)
    assert (np.argmax(trial[:, 0]) == len(k) // 2) == at_edge

# Zone sum, open-chain inverse and residue formula must agree.
for hoppings in ((0.4, 0.4), (0.5, 0.3)):
    p = (delta, t) + hoppings
    lev = bands(k, *p)
    for energy in (-1.1, -0.7, -0.5):
        for m in (1, 4, 7):
            g_zone = green_parts(m, energy, k, lev).sum()
            assert abs(g_zone - green_residue(m, energy, *p)) < 1e-10
            assert abs(g_zone - green_open_chain(m, energy, *p)) < 1e-10

# The negative root decays most slowly everywhere in the gap.
for energy in np.linspace(ev + 0.01, ec - 0.01, 60):
    c, _, lam = evanescent(energy, *par)
    assert c[0] < -1 and c[1] > 1 and abs(lam[0]) > abs(lam[1])

print(f"Delta = {delta} eV, t = {t} eV, t2 = {t2} eV, a = {a_nm} nm")
print(f"s = {s:.3f} eV; s(s+Delta) = {s*(s+delta):.3f} eV^2;"
      f" t^2 = {t*t:.3f} eV^2")
print(f"largest s with zone-edge valence top = {s_limit:.4f} eV")
print(f"valence edge = {ev:.4f} eV, conduction edge = {ec:.4f} eV")
print(f"gap = {gap:.4f} eV, gap centre = {middle:.4f} eV")

# Finite-distance roots and their exponential approach to the level.
c, slope, lam = evanescent(level, *par)
assert abs(slope[0]) < 1e-10
prefactor = (2 * t**2 / s) * (1 - lam[0]**-2) / (1 - lam[1]**-2)
print(f"at E_B: c1 = {c[0]:.5f}, c2 = {c[1]:.5f}")
print(f"at E_B: lambda1 = {lam[0]:.5f}, lambda2 = {lam[1]:.5f}")
print(f"lambda2/lambda1 = {lam[1]/lam[0]:.5f},"
      f" error prefactor = {prefactor:.5f} eV")
print("cells m | sign change (eV) | minus E_B (meV) | predicted (meV)")
roots = {}
for m in (1, 2, 3, 4, 6, 8):
    roots[m] = sign_change(m, k, levels)
    predicted = -prefactor * (lam[1] / lam[0])**(m - 1)
    if m >= 6:
        assert abs((roots[m] - level) / predicted - 1) < 0.01
    print(f"{m:2d} | {roots[m]:.7f} | {1e3*(roots[m]-level):.5f}"
          f" | {1e3*predicted:.5f}")
far = sign_change(16, k, levels)
assert abs(far - level) < 1e-8
print(f"E_B: sign change at m=16 = {far:.7f} eV, closed = {level:.7f} eV")

# Which band dominates on either side of the level.
for shift in (-0.3, 0.3):
    gv, gc = green_parts(20, level + shift, k, levels)
    assert gv > 0 > gc
    assert (abs(gc) > abs(gv)) == (shift > 0)
    print(f"m=20, E_B{shift:+.1f} eV: G_val = {gv:.3e},"
          f" G_cond = {gc:.3e} 1/eV")

# A mesh of 12 points sees m=8 chiefly through its nearer image, m=4.
# The weaker m=8 image pulls the root by about a tenth, hence the tolerance.
k12 = mesh(12)
aliased = sign_change(8, k12, bands(k12, *par))
assert abs(aliased - roots[4]) < 0.2 * abs(roots[8] - roots[4])
print(f"12-point mesh, m=8: sign change = {aliased:.7f} eV")

# Unequal second-neighbour hoppings.
tA, tB = 0.5, 0.3
diff = tA - tB
turning = np.roots([diff**2, 2*diff*delta + 2*t**2, delta**2 + 2*t**2])
c_turn = turning[np.argmin(abs(turning + 1))].real
unequal = sign_change(16, k, bands(k, delta, t, tA, tB))
assert abs(unequal - (tA + tB) * c_turn) < 1e-6
print(f"tA = {tA} eV, tB = {tB} eV: c* = {c_turn:.5f},"
      f" E_B = {unequal:.5f} eV")

# Growth of the zone-average error with second-neighbour hopping.
print("t2 (eV) | E_B-Ev (eV) | zone midpoint-Ev (eV) | its error (eV)")
for hop in (0.0, 0.1, 0.2, 0.3, 0.4):
    lev = bands(k, delta, t, hop, hop)
    root = sign_change(16, k, lev)
    assert abs(root - closed_level(delta, t, hop)) < 1e-6
    top = lev[:, 0].max()
    print(f"{hop:.1f} | {root-top:.4f} | {lev.mean()-top:.4f}"
          f" | {lev.mean()-root:.4f}")
print(f"gap-centre error = {middle-far:.4f} eV")

# Edge masses from finite differences, and their link to the level.
hbar, m0, e = const.hbar, const.m_e, const.e
step = 1e-3
near = bands(np.array([np.pi - step, np.pi, np.pi + step]), *par)
curv = (near[0] - 2 * near[1] + near[2]) / step**2
unit = hbar**2 / (m0 * (a_nm * 1e-9)**2 * e)
mv, mc = -unit / curv[0], unit / curv[1]
by_mass = -(gap / 4) * (mv - mc) / (mv + mc)
assert abs(by_mass - (far - middle)) < 1e-5
print(f"electron mass = {mc:.4f} m0, hole mass = {mv:.4f} m0")
print(f"E_B - gap centre = {far-middle:.4f} eV,"
      f" from masses = {by_mass:.4f} eV")
phi_n, phi_p = ec - far, far - ev
kappa = -np.log(abs(lam[0])) / a_nm
print(f"barriers at E_B: electrons {phi_n:.4f} eV, holes {phi_p:.4f} eV")
print(f"decay length at E_B: amplitude {1/kappa:.4f} nm,"
      f" density {1/(2*kappa):.4f} nm")

# ---------------- size of neglected effects, rough GaAs-like inputs -------
me_r, heavy, light = 0.07, 0.5, 0.08
shift_h, shift_l = [-(gap / 4) * (mh - me_r) / (mh + me_r)
                    for mh in (heavy, light)]
print(f"rough masses (m0): electron {me_r}, heavy {heavy}, light {light}")
print(f"mass estimate of E_B-centre: heavy {shift_h:.3f} eV,"
      f" light {shift_l:.3f} eV")
split = 0.34
print(f"spin-orbit splitting {split} eV raises valence top"
      f" by {split/3:.3f} eV")
shrink = 0.1
cold = delta + shrink / 2
change = phi_p - (closed_level(cold, t, t2) + s + cold)
print(f"thermal gap change {-shrink} eV: E_B-Ev changes {change:.3f} eV")
dos_cm, width_nm, misfit = 3e14, 0.2, 0.5
pin = 1 / (1 + e * dos_cm * 1e4 * width_nm * 1e-9 / const.epsilon_0)
print(f"interface states {dos_cm:.0e} /(cm2 eV), dipole width {width_nm} nm")
print(f"pinning slope S = {pin:.3f}; misfit {misfit} eV"
      f" moves barrier {pin*misfit:.3f} eV")
temp, doping_cm, eps_r = 300.0, 1e17, 13.0
kT = const.k * temp / e
eps, doping = eps_r * const.epsilon_0, doping_cm * 1e6
nc = 2 * (mc * m0 * const.k * temp / (2 * np.pi * hbar**2))**1.5
bending = phi_n - kT * np.log(nc / doping)
field = np.sqrt(2 * e * doping * bending / eps)
lowering = np.sqrt(e * field / (4 * np.pi * eps))
tunnel = hbar / 2 * np.sqrt(doping / (mc * m0 * eps))
print(f"T = {temp:.0f} K, doping = {doping_cm:.0e} cm-3,"
      f" permittivity = {eps_r}")
print(f"Nc = {nc*1e-6:.2e} cm-3, band bending = {bending:.3f} eV")
print(f"peak field = {field*1e-8:.3f} MV/cm,"
      f" image lowering = {lowering*1e3:.1f} meV")
print(f"tunnelling energy E00 = {tunnel*1e3:.2f} meV, kT = {kT*1e3:.2f} meV")
print("verified")
```

Output:

```
Delta = 0.7 eV, t = 1.2 eV, t2 = 0.4 eV, a = 0.5 nm
s = 0.800 eV; s(s+Delta) = 1.200 eV^2; t^2 = 1.440 eV^2
largest s with zone-edge valence top = 0.9000 eV
valence edge = -1.5000 eV, conduction edge = -0.1000 eV
gap = 1.4000 eV, gap centre = -0.8000 eV
at E_B: c1 = -1.17014, c2 = 3.32986
at E_B: lambda1 = -0.56250, lambda2 = 0.15370
lambda2/lambda1 = -0.27325, error prefactor = 0.18820 eV
cells m | sign change (eV) | minus E_B (meV) | predicted (meV)
 1 | -1.1612590 | -225.14785 | -188.19507
 2 | -0.8890743 | 47.03679 | 51.42454
 3 | -0.9507092 | -14.59809 | -14.05182
 4 | -0.9323209 | 3.79018 | 3.83968
 6 | -0.9358248 | 0.28628 | 0.28669
 8 | -0.9360897 | 0.02140 | 0.02141
E_B: sign change at m=16 = -0.9361111 eV, closed = -0.9361111 eV
m=20, E_B-0.3 eV: G_val = 2.039e-05, G_cond = -2.444e-07 1/eV
m=20, E_B+0.3 eV: G_val = 2.113e-07, G_cond = -7.895e-06 1/eV
12-point mesh, m=8: sign change = -0.9326634 eV
tA = 0.5 eV, tB = 0.3 eV: c* = -1.08125, E_B = -0.86500 eV
t2 (eV) | E_B-Ev (eV) | zone midpoint-Ev (eV) | its error (eV)
0.0 | 0.7000 | 0.7000 | 0.0000
0.1 | 0.6660 | 0.9000 | 0.2340
0.2 | 0.6319 | 1.1000 | 0.4681
0.3 | 0.5979 | 1.3000 | 0.7021
0.4 | 0.5639 | 1.5000 | 0.9361
gap-centre error = 0.1361 eV
electron mass = 0.1067 m0, hole mass = 0.2425 m0
E_B - gap centre = -0.1361 eV, from masses = -0.1361 eV
barriers at E_B: electrons 0.8361 eV, holes 0.5639 eV
decay length at E_B: amplitude 0.8690 nm, density 0.4345 nm
rough masses (m0): electron 0.07, heavy 0.5, light 0.08
mass estimate of E_B-centre: heavy -0.264 eV, light -0.023 eV
spin-orbit splitting 0.34 eV raises valence top by 0.113 eV
thermal gap change -0.1 eV: E_B-Ev changes -0.030 eV
interface states 3e+14 /(cm2 eV), dipole width 0.2 nm
pinning slope S = 0.084; misfit 0.5 eV moves barrier 0.042 eV
T = 300 K, doping = 1e+17 cm-3, permittivity = 13.0
Nc = 8.74e+17 cm-3, band bending = 0.780 eV
peak field = 0.147 MV/cm, image lowering = 40.4 meV
tunnelling energy E00 = 4.99 meV, kT = 25.85 meV
verified
```
